# The ring-polymer centroid does not sample the quantum position distribution

A particle of mass 1 u in a harmonic well of wavenumber 3000 cm⁻¹ at 300 K has an rms displacement of 0.075 Å. In a path-integral simulation of this particle, the centre of the ring polymer has an rms displacement of 0.028 Å, however many beads are used in the standard discretization described below. The second number is what classical statistical mechanics gives for the particle itself. A histogram of ring centres therefore misses most of the quantum width, even in a fully converged simulation.

The idea refuted here is that the centroid, being the average position of the ring, is distributed like the quantum particle. The harmonic oscillator is a counter-example that can be solved completely.

## The ring polymer and its two distributions

Let $H=p^2/2m+V(x)$, with $V$ confining, $\beta=1/kT$ and $Z=\mathrm{Tr}\,e^{-\beta H}$. Write $e^{-\beta H}$ as a product of $P$ equal factors and approximate each by

$$e^{-\beta H/P}\approx e^{-\beta V/2P}\,e^{-\beta p^2/2mP}\,e^{-\beta V/2P}.$$

The error of the whole product vanishes as $P\to\infty$. The free-particle factor has the position matrix element

$$\langle x|e^{-\beta p^2/2mP}|x'\rangle=\sqrt{\frac{mP}{2\pi\beta\hbar^2}}\;\exp\left[-\frac{mP}{2\beta\hbar^2}(x-x')^2\right].$$

Inserting complete sets of positions between the factors gives $Z\propto\int dx_1\cdots dx_P\,e^{-S}$, with

$$S=\sum_{j=1}^{P}\left[\frac{mP}{2\beta\hbar^2}(x_j-x_{j+1})^2+\frac{\beta}{P}V(x_j)\right],\qquad x_{P+1}=x_1.$$

Each bead receives two half-factors of the potential, one from each side.

If $x_1$ is held at $x$ and the other beads are integrated out, the same product gives $\langle x|e^{-\beta H}|x\rangle/Z$ in the limit $P\to\infty$. This is the quantum position density. Hence **the distribution of one bead** is the quantum position distribution. All beads are equivalent by cyclic symmetry, so an observable $A(x)$ may be averaged over them:

$$\langle A\rangle=\lim_{P\to\infty}\left\langle\frac1P\sum_jA(x_j)\right\rangle .$$

The centroid is $x_c=\frac1P\sum_jx_j$. Using $A(x_c)$ instead moves the average over beads inside the function $A$. That is harmless for linear $A$, but not in general.

## The counter-example: a harmonic well

Take $V=\frac12m\omega^2x^2$ and $u=\beta\hbar\omega$. Then $S$ is quadratic, the beads are jointly Gaussian with zero mean, and everything follows from the correlations $C_j=\langle x_0x_j\rangle$, where bead $0$ is bead $P$.

Integration by parts, with vanishing boundary terms, gives $\langle x_0\,\partial S/\partial x_j\rangle=\delta_{j0}$. Differentiating $S$, in which $x_j$ appears in two springs, turns this into

$$\frac{mP}{\beta\hbar^2}\left(2C_j-C_{j+1}-C_{j-1}\right)+\frac{\beta m\omega^2}{P}C_j=\delta_{j0}.\tag{1}$$

**Centroid variance.** Sum (1) over all $j$. Around a closed ring the spring terms cancel, because $\sum_jC_{j\pm1}=\sum_jC_j$. What remains is $(\beta m\omega^2/P)\sum_jC_j=1$. By cyclic symmetry,

$$\langle x_c^2\rangle=\frac1{P^2}\sum_{i,j}\langle x_ix_j\rangle=\frac1P\sum_jC_j=\frac{1}{\beta m\omega^2}=\frac{kT}{m\omega^2}.\tag{2}$$

For the action $S$ above this holds for every $P$. (Higher-order actions put $\hbar$ into the potential term as well: the fourth-order Takahashi–Imada form multiplies $\omega^2$ by $1+u^2/12P^2$, so its centroid variance reaches (2) only as $P\to\infty$.) Planck's constant enters $S$ through the springs alone, and the springs do not resist a rigid shift of the ring. As a linear combination of Gaussian variables, $x_c$ is itself Gaussian, so its whole distribution is the classical Boltzmann distribution.

**Bead variance.** Divide (1) by $mP/\beta\hbar^2$. For $j\neq0$,

$$C_{j+1}+C_{j-1}=\left(2+\frac{u^2}{P^2}\right)C_j .$$

Define $\theta>0$ by $2\cosh\theta=2+u^2/P^2$, which is the same as $2\sinh(\theta/2)=u/P$. The solution with the ring symmetry $C_j=C_{P-j}$ is

$$C_j=B\cosh\left[\theta\left(\tfrac P2-j\right)\right],\qquad 0\le j\le P.$$

The equation at $j=0$, where $C_{-1}=C_{P-1}=C_1$, fixes $B$:

$$\frac{mP}{\beta\hbar^2}\,2B\left[\cosh\theta\cosh\tfrac{P\theta}2-\cosh\left(\tfrac{P\theta}2-\theta\right)\right]=1.$$

Since $\cosh(a-\theta)=\cosh a\cosh\theta-\sinh a\sinh\theta$, the bracket equals $\sinh\theta\,\sinh(P\theta/2)$. Solving for $B$ and setting $j=0$ gives

$$\langle x_j^2\rangle=C_0=\frac{\beta\hbar^2}{2mP\sinh\theta}\coth\frac{P\theta}{2}.\tag{3}$$

As $P\to\infty$, $P\theta\to u$ and $P\sinh\theta\to u$. With $\beta\hbar^2/u=\hbar/\omega$,

$$\langle x^2\rangle=\frac{\hbar}{2m\omega}\coth\frac u2.\tag{4}$$

**The missing width.** The difference between (4) and (2) is the mean-square spread of the beads about their centre. Using $kT/m\omega^2=(\hbar/m\omega)/u$,

$$R^2=\frac{\hbar}{2m\omega}\left[\coth\frac u2-\frac2u\right].\tag{5}$$

From (2), $\langle x_cx_j\rangle=\frac1P\sum_iC_i=\langle x_c^2\rangle$, so $x_j-x_c$ is uncorrelated with $x_c$. For Gaussian variables this means independence. The harmonic quantum distribution is therefore the centroid distribution convolved with a Gaussian of variance $R^2$.

At high temperature $\coth(u/2)\approx2/u+u/6$, so $R^2\approx\beta\hbar^2/12m$. Relative to the centroid variance this is $u^2/12$, and the two distributions merge as $u\to0$. At low temperature the opposite happens: the centroid variance vanishes, while the quantum variance tends to its zero-point value $\hbar/2m\omega$.

## Numbers

For the particle of the opening paragraph, $\hbar\omega=371.95$ meV and $kT=25.852$ meV, so $u=14.388$. The length $\sqrt{\hbar/m\omega}$ is 0.10601 Å. Its square, 0.011238 Å², gives

$$\langle x_c^2\rangle=\frac{0.011238}{14.388}=7.81\times10^{-4}\ \text{Å}^2,\qquad \langle x^2\rangle\approx\frac{0.011238}{2}=5.62\times10^{-3}\ \text{Å}^2,$$

where $\coth(u/2)$ is 1 to the digits shown. The quantum variance is 7.19 times the centroid variance. The difference, $R^2=4.84\times10^{-3}$ Å², corresponds to an rms ring spread of 0.070 Å.

Nonlinear observables inherit the error. The mean potential energy inferred from centroids is $\frac12m\omega^2\langle x_c^2\rangle=kT/2=12.9$ meV; the correct value is $\frac14\hbar\omega\coth(u/2)=93.0$ meV. The probability of a displacement beyond 0.1 Å is $3.5\times10^{-4}$ for the centroid and 0.18 for the particle, a factor of about 500.

More beads do not help the centroid:

| $P$ | centroid variance (Å²) | bead variance (Å²) | bead/quantum |
|---:|---:|---:|---:|
| 1 | 7.81×10⁻⁴ | 7.81×10⁻⁴ | 0.139 |
| 16 | 7.81×10⁻⁴ | 5.13×10⁻³ | 0.912 |
| 64 | 7.81×10⁻⁴ | 5.58×10⁻³ | 0.994 |
| 256 | 7.81×10⁻⁴ | 5.62×10⁻³ | 1.000 |

In this well a steady centroid variance says nothing about convergence in $P$. The bead variance does. When both hyperbolic cotangents are close to 1, the ratio of (3) to (4) is $(u/P)/\sinh\theta=[1+(u/2P)^2]^{-1/2}$, because $\sinh\theta=2\sinh(\theta/2)\cosh(\theta/2)$. For $P=64$ this gives 0.994, as in the table.

Cooling to 100 K narrows the centroid to 0.016 Å and leaves the quantum width at 0.075 Å. At 10000 K the widths are 0.161 Å and 0.163 Å, nearly equal.

## The general statement

It would be a second error to conclude that centroids are classical in every potential. Let $V$ rise at least linearly in $|x|$ at large distance, so that a weak uniform force leaves it confining and all variances are finite. At finite temperature and with $\hbar\neq0$, the following then holds in the limit $P\to\infty$:

1. The centroid and the particle have the same mean position.
2. The centroid variance is smaller than the quantum position variance.
3. The centroid variance is $kT$ times the static response of the mean position to a uniform force.

**Proof of 1.** By cyclic symmetry $\langle x_c\rangle=\frac1P\sum_j\langle x_j\rangle=\langle x_1\rangle$, and one bead has the quantum distribution.

**Proof of 2.** Expanding the square and using $\sum_jx_j=Px_c$,

$$\frac1P\sum_j(x_j-x_c)^2=\frac1P\sum_jx_j^2-x_c^2 .$$

The left side is non-negative, so $\langle x^2\rangle\ge\langle x_c^2\rangle$. To show that the inequality remains strict as $P\to\infty$, let beads a fraction $\lambda/\beta$ of the ring apart have the correlation $C(\lambda)=\mathrm{Tr}[x\,e^{-\lambda H}x\,e^{-(\beta-\lambda)H}]/Z$. In energy eigenstates, with $x_{nm}=\langle n|x|m\rangle$ and after averaging each term with its partner $n\leftrightarrow m$,

$$C(\lambda)=\frac1Z\sum_{n,m}|x_{nm}|^2e^{-\beta(E_n+E_m)/2}\cosh\left[\left(\tfrac\beta2-\lambda\right)(E_n-E_m)\right].$$

The quantum value $\langle x^2\rangle$ is $C(0)$, and $\langle x_c^2\rangle$ is the average of $C(\lambda)$ over $0\le\lambda\le\beta$. Every term with $E_n\ne E_m$ and $x_{nm}\neq0$ is largest at the ends of this interval and smaller inside it, so its average lies below its value at $\lambda=0$. Such terms exist: otherwise $x$ would commute with $H$, whereas $[x,H]=i\hbar p/m\neq0$. Hence $\langle x_c^2\rangle<\langle x^2\rangle$. Since the means agree, the variances obey the same inequality.

**Proof of 3.** Add a uniform force $f$, so that $V\to V-fx$. The weight $e^{-S}$ gains the factor $\exp[(\beta f/P)\sum_jx_j]=e^{\beta fx_c}$: the force couples to the centroid alone. Therefore

$$\langle x_c\rangle_f=\frac{\int x_c\,e^{-S+\beta fx_c}}{\int e^{-S+\beta fx_c}},\qquad \frac{\partial\langle x_c\rangle_f}{\partial f}=\beta\left(\langle x_c^2\rangle_f-\langle x_c\rangle_f^2\right),$$

where the integrals run over all beads and the second relation is the quotient rule. With statement 1, at $f=0$,

$$\mathrm{var}(x_c)=kT\,\frac{\partial\langle x\rangle}{\partial f}.\tag{6}$$

Equation (6) explains the harmonic result. Completing the square,

$$\tfrac12m\omega^2x^2-fx=\tfrac12m\omega^2\left(x-\frac f{m\omega^2}\right)^2-\frac{f^2}{2m\omega^2},$$

shows that the force merely displaces the well by $f/m\omega^2$. The mean position follows, in classical and quantum mechanics alike. The response is then $1/m\omega^2$, and (6) returns (2).

## An anharmonic well

With a quartic term the coincidence ends. For $V=\frac12x^2+0.1x^4$ in units $\hbar=m=\omega=1$, at $\beta=8$, the three variances are

- classical particle: 0.111
- centroid: 0.085
- quantum particle: 0.413

The centroid variance is 23% below the classical value, and the quantum variance is 4.8 times the centroid variance. The value from bead correlations with $P=128$, 0.08519, agrees with 0.08517 from the force response of the diagonalized Hamiltonian, as (6) requires.

A rough estimate makes the reduction plausible. The curvature $V''=1+1.2x^2$, averaged over the quantum distribution, is $1+1.2\times0.413\approx1.50$. A harmonic well of that curvature would have a centroid variance of $1/(8\times1.50)\approx0.083$, close to the computed value. On this reading, which is an interpretation and not a proof, zero-point motion makes the particle feel a stiffer well.

Adding $0.1x^3$ makes the well asymmetric. The centroid mean is then −0.0815, and so is the quantum mean, in accordance with statement 1.

The numerical check checks these results by matrix inversion, products of short-time kernels and grid diagonalization. For a position histogram, or the average of a nonlinear function of position, the quantity to collect is the bead position. The centroid gives the mean position and, through its variance, the static response to a uniform force.

## Numbers as computed

```
HARMONIC EXAMPLE
mass = 1.0 u
wavenumber = 3000 cm^-1
temperature = 300 K
hbar*omega = 371.95 meV
kT = 25.852 meV
u = hbar*omega/kT = 14.388
length sqrt(hbar/(m omega)) = 0.10601 angstrom
centroid variance = 7.8111e-04 angstrom^2
quantum (bead) variance = 5.6192e-03 angstrom^2
ring spread squared = 4.8381e-03 angstrom^2
centroid rms width = 0.02795 angstrom
quantum rms width = 0.07496 angstrom
ring rms spread = 0.06956 angstrom
variance ratio quantum/centroid = 7.194
potential energy from centroids = 12.93 meV
potential energy from beads = 92.99 meV
probability |x| > 0.1 angstrom, centroid = 3.46e-04
probability |x| > 0.1 angstrom, quantum = 0.1822
CONVERGENCE: P, centroid var, bead var (angstrom^2), bead/quantum
   1  7.8111e-04  7.8111e-04  0.1390
   4  7.8111e-04  2.7308e-03  0.4860
  16  7.8111e-04  5.1250e-03  0.9121
  64  7.8111e-04  5.5841e-03  0.9937
 256  7.8111e-04  5.6170e-03  0.9996
TEMPERATURE (K), u, centroid rms, quantum rms (angstrom), var ratio
   100   43.163  0.01614  0.07496  21.582
   300   14.388  0.02795  0.07496  7.194
  1000    4.316  0.05103  0.07597  2.217
  3000    1.439  0.08838  0.09547  1.167
 10000    0.432  0.16136  0.16260  1.015
ANHARMONIC WELLS (units hbar = m = omega = 1)
beta = 8.0, quartic coefficient = 0.1, P = 128
classical variance = 0.11109
centroid variance, bead correlations = 0.08519
centroid variance, force response = 0.08517
bead variance, finite P = 0.41233
quantum variance, diagonalization = 0.41257
added cubic coefficient = 0.1
asymmetric well: centroid mean = -0.08149
asymmetric well: quantum mean = -0.08153
```
